# Maxwell–Kohn–Sham equations for electrons with full minimal coupling to light, part 1

(Sections cited here and not found follow in the second part.)

## First half: the Hamiltonian, the basic variables and their equations of motion

Q: Density functional theory works with a density and a scalar potential. Why should I give that up when the electrons sit in a cavity?

A: Because the density sees too little of the motion. Continuity, $\partial_t n=-\nabla\cdot\mathbf j$, ties $n$ to the divergence of the current alone. A current without divergence leaves $n$ unchanged, and yet it can emit light when it varies in time. The source of the transverse field is $\mathbf j$, so I take $\mathbf j$ as a basic variable.

I use Hartree atomic units with $\varepsilon_0=1/4\pi$, $\mathbf E=-\partial_t\mathbf A$ for the transverse field and $\mathbf B=\nabla\times\mathbf A$. The electron has charge $-1$, so minimal coupling replaces $\mathbf p$ by $\mathbf p+\mathbf A$. For $N$ electrons

$$H(t)=\sum_i\tfrac12\mathbf v_i^2+\sum_i v(\mathbf r_i)+\sum_{i<j}w(\mathbf r_i-\mathbf r_j)+H_{ph}-\int\mathbf j_{ext}\cdot\hat{\mathbf A}\,d^3r,$$

$$\mathbf v_i=\mathbf p_i+\hat{\mathbf A}(\mathbf r_i)+\mathbf a(\mathbf r_i,t).$$

Here $v$ is a fixed static potential, such as that of the nuclei, and $w$ is the electron repulsion. The classical field $\mathbf a(\mathbf r,t)$ and the classical charge current $\mathbf j_{ext}(\mathbf r,t)$ are the two external drives. The first acts on the electrons and the second on the quantized field $\hat{\mathbf A}$. The coupling of spin to the magnetic field is left out.

Q: You have both a repulsion $w$ and a quantized field. Is the electric interaction counted twice?

A: No. In Coulomb gauge the longitudinal electric field has no degrees of freedom of its own, and its energy is the instantaneous repulsion, $w=1/r$ in free space. Cavity walls would add the interaction with image charges, which I neglect. The field $\hat{\mathbf A}$ holds the transverse part. I expand it in real orthonormal modes with $\nabla\cdot\mathbf f_\alpha=0$ and $-c^2\nabla^2\mathbf f_\alpha=\omega_\alpha^2\mathbf f_\alpha$:

$$\hat{\mathbf A}(\mathbf r)=\sqrt{4\pi}\sum_\alpha \hat q_\alpha\mathbf f_\alpha(\mathbf r),\qquad H_{ph}=\tfrac12\sum_\alpha(\hat p_\alpha^2+\omega_\alpha^2\hat q_\alpha^2),\qquad [\hat q_\alpha,\hat p_\beta]=i\delta_{\alpha\beta}.$$

The factor $\sqrt{4\pi}$ follows from the field energy $\frac1{8\pi}\int(E^2+c^2B^2)d^3r$. With $\mathbf E=-\sqrt{4\pi}\sum_\alpha p_\alpha\mathbf f_\alpha$ the electric part is $\frac{4\pi}{8\pi}\sum_\alpha p_\alpha^2=\frac12\sum_\alpha p_\alpha^2$. In the magnetic part, integration by parts turns $c^2\int(\nabla\times\mathbf f_\alpha)\cdot(\nabla\times\mathbf f_\beta)\,d^3r$ into $\int\mathbf f_\alpha\cdot(-c^2\nabla^2\mathbf f_\beta)\,d^3r=\omega_\alpha^2\delta_{\alpha\beta}$, provided that the boundary terms vanish.

Q: With all modes included, this Hamiltonian has ultraviolet divergences.

A: So I keep a finite set of modes. The mass in $H$ is then the bare mass that belongs to this set, here taken as 1. The statements below hold for the regularized Hamiltonian, and I make no claim about removing the cutoff.

Q: An external field usually has a scalar potential $u(\mathbf r,t)$ as well. Where did it go?

A: Into $\mathbf a$, by a choice of gauge. Let $\Psi$ evolve with potentials $(\mathbf a,u)$, and put $\Psi'=e^{i\sum_i\Lambda(\mathbf r_i,t)}\Psi$. Since $\mathbf p\,e^{i\Lambda}=e^{i\Lambda}(\mathbf p+\nabla\Lambda)$, the kinetic term keeps its form if $\mathbf a'=\mathbf a-\nabla\Lambda$. The time derivative of the phase adds $-\partial_t\Lambda$ to the Hamiltonian, so $u'=u-\partial_t\Lambda$. The choice $\partial_t\Lambda=u$ with $\Lambda(0)=0$ removes $u$ and leaves the initial state alone. The force $-\nabla u$ is now the force $\partial_t\mathbf a'$. This temporal gauge still permits a static $\Lambda$, but such a $\Lambda$ would change the initial state, apart from a constant phase. With the initial state held fixed, $\mathbf a$ has no gauge freedom left.

Q: Which current do you mean? There is a paramagnetic one, built from $\mathbf p$, and a full one.

A: The full one, built from the velocity:

$$\hat{\mathbf j}(\mathbf r)=\tfrac12\sum_i\{\mathbf v_i,\delta(\mathbf r-\mathbf r_i)\}.$$

Two properties single it out. First, a change $\delta\mathbf a$ alters $\frac12\mathbf v_i^2$ by $\frac12\{\mathbf v_i,\delta\mathbf a(\mathbf r_i)\}$ to first order, so $\delta H=\int\hat{\mathbf j}\cdot\delta\mathbf a\,d^3r$: the current is the variable conjugate to $\mathbf a$. Second, it obeys continuity. For one electron, with $\delta$ short for $\delta(\mathbf r-\mathbf r_i)$ and $\partial_l$ acting on $\mathbf r$,

$$[v_l,\delta]=-i\,\frac{\partial\delta}{\partial r_{i,l}}=i\,\partial_l\delta,$$

because $\delta$ depends on $\mathbf r-\mathbf r_i$. Then

$$\dot\delta=i[\tfrac12v_lv_l,\delta]=\tfrac12\{v_l,i[v_l,\delta]\}=-\partial_l\,\tfrac12\{v_l,\delta\},$$

with repeated indices summed. The sum over electrons is $\partial_t\hat n=-\nabla\cdot\hat{\mathbf j}$. Separating the parts of the velocity gives the expectation value

$$\mathbf j=\mathbf j_p+\langle\hat n\hat{\mathbf A}\rangle+n\,\mathbf a. \qquad (1)$$

The external potential appears in the observable itself. That looks inconvenient, but it will make the mapping between potentials and currents simple.

Q: Then give me the field equation. I expect an approximation, since the electrons are correlated with the photons.

A: None is needed, because the field is a set of oscillators driven linearly by the current. From $H$ we have $\dot{\hat q}_\alpha=\hat p_\alpha$ and $\dot{\hat p}_\alpha=-\partial H/\partial\hat q_\alpha$. The coordinate $\hat q_\alpha$ enters through the oscillator energy, through each velocity and through the source term:

$$\frac{\partial H}{\partial\hat q_\alpha}=\omega_\alpha^2\hat q_\alpha+\sqrt{4\pi}\sum_i\tfrac12\{v_{i,l},f_{\alpha,l}(\mathbf r_i)\}-\sqrt{4\pi}\int\mathbf f_\alpha\cdot\mathbf j_{ext}\,d^3r.$$

The middle term is $\sqrt{4\pi}\int\mathbf f_\alpha\cdot\hat{\mathbf j}\,d^3r$ by the definition of $\hat{\mathbf j}$. Taking expectation values,

$$\ddot q_\alpha+\omega_\alpha^2q_\alpha=\sqrt{4\pi}\int\mathbf f_\alpha\cdot(\mathbf j_{ext}-\mathbf j)\,d^3r.$$

Multiply by $\sqrt{4\pi}\,\mathbf f_\alpha$, sum over $\alpha$ and replace $\omega_\alpha^2\mathbf f_\alpha$ by $-c^2\nabla^2\mathbf f_\alpha$. With $\mathbf A=\langle\hat{\mathbf A}\rangle$ and the projector $(P\mathbf g)(\mathbf r)=\sum_\alpha\mathbf f_\alpha(\mathbf r)\int\mathbf f_\alpha\cdot\mathbf g\,d^3r'$, this is

$$(\partial_t^2-c^2\nabla^2)\mathbf A=4\pi P(\mathbf j_{ext}-\mathbf j). \qquad (2)$$

It is Maxwell's equation for the retained modes. The minus sign is the electron charge. Photon correlation affects $\mathbf A$ through $\mathbf j$, and it needs no further term here.

Q: What does the diamagnetic part of the current do in (2)?

A: It stiffens the field. Suppose density and field are uncorrelated, so that $\langle\hat n\hat{\mathbf A}\rangle=n\mathbf A$. For a single mode, this part of $\mathbf j$ can be moved to the left, where it changes $\omega^2$ into $\omega^2+4\pi\int n\,\mathbf f^2d^3r$. The added term is positive.

Q: Now the claim that everything rests on. Why should $(\mathbf j,\mathbf A)$ determine the external pair?

A: Fix the initial state $\Psi_0$, and suppose that two external pairs produce the same $\mathbf j$ and $\mathbf A$. Equation (2) gives

$$P\mathbf j_{ext}=P\mathbf j+\frac1{4\pi}(\partial_t^2-c^2\nabla^2)\mathbf A,$$

so both pairs have the same projected current. The rest of $\mathbf j_{ext}$ does not enter $H$ and is left undetermined.

For $\mathbf a$, expand in time about $t=0$. For any operator, $\frac{d}{dt}\langle\hat O\rangle=\langle\partial_t\hat O+i[H,\hat O]\rangle$. I claim that

$$\partial_t^k\mathbf j=n\,\partial_t^k\mathbf a+\mathbf R_k, \qquad (3)$$

where $\mathbf R_k$ depends on the state, on $\mathbf j_{ext}$ and on time derivatives of $\mathbf a$ of order below $k$. For $k=0$ this is equation (1). If it holds for $k$, one more derivative gives $n\,\partial_t^{k+1}\mathbf a$, then $(\partial_tn)\,\partial_t^k\mathbf a$, then $\partial_t\mathbf R_k$. In the last one, an explicit derivative raises the order of $\mathbf a$ by one, to at most $k$, and a commutator with $H$ brings in $\mathbf a$ undifferentiated. So (3) holds for $k+1$.

Let the two potentials differ first at order $k$. All lower orders agree, so $\mathbf R_k$ is the same for both at $t=0$, and

$$\partial_t^k(\mathbf j-\mathbf j')\big|_0=n_0\,\partial_t^k(\mathbf a-\mathbf a')\big|_0\neq0.$$

This contradicts the equality of the currents. Hence the potentials agree at every order.

Q: Agreement at every order is not agreement, unless you assume more.

A: Right, and these are the assumptions. The potentials are analytic in time, so that their Taylor coefficients determine them. The derivatives in (3) exist, which requires a sufficiently smooth initial state and smooth interactions; a Coulomb cusp may violate this at high order. And $n_0>0$, since at a point where $n_0$ vanishes the right side of the last equation is zero whatever the potentials are.

Q: And if I hand you an arbitrary current, does a potential exist that produces it?

A: That is a separate question, and I assume the answer. Equation (1) can be solved for the potential,

$$\mathbf a=\frac{\mathbf j-\mathbf j_p-\langle\hat n\hat{\mathbf A}\rangle}{n},$$

with $\mathbf j$ prescribed and the rest computed from the state at the same instant. Inserting this into $H$ turns the Schrödinger equation into a nonlinear one for $\Psi$. A solution would deliver the potential, but I have not shown that one exists in the continuum. Currents for which it does are called representable. This form also shows that $\mathbf a(t)$ depends on the current up to time $t$, and not on its future.

Q: You will need to compare two systems. What balances the current locally?

A: Newton's law for the fluid of electrons. For one electron, the component $\frac12\{v_k,\delta\}$ changes because $v_k$ changes and because $\delta$ changes. The second effect is transport:

$$\tfrac12\{v_k,\dot\delta\}=-\partial_l\,\tfrac14\{v_k,\{v_l,\delta\}\}.$$

Written out, the double anticommutator is $v_kv_l\delta+v_k\delta v_l+v_l\delta v_k+\delta v_lv_k$. I move $\delta$ to the middle with $v_l\delta=\delta v_l+i\partial_l\delta$:

$$v_kv_l\delta=v_k\delta v_l+i\,v_k\,\partial_l\delta,\qquad \delta v_lv_k=v_l\delta v_k-i(\partial_l\delta)\,v_k.$$

The two extra terms add to $i[v_k,\partial_l\delta]=i\cdot i\,\partial_k\partial_l\delta=-\partial_k\partial_l\delta$. With the prefactor $\frac14$, the momentum flux is

$$T_{kl}=\sum_i\mathrm{Re}\langle v_{i,k}\,\delta(\mathbf r-\mathbf r_i)\,v_{i,l}\rangle-\tfrac14\partial_k\partial_ln.$$

Q: And the acceleration? The velocity components do not even commute with each other.

A: That is where the magnetic force comes from. Let $\hat A^{tot}=\hat A+a$. Then $[v_l,v_k]=-i(\partial_l\hat A^{tot}_k-\partial_k\hat A^{tot}_l)$, and with $F_{lk}=\partial_l\hat A^{tot}_k-\partial_k\hat A^{tot}_l$,

$$\dot v_k=\partial_ta_k+\hat\Pi_k-\partial_kv-\sum_{j\ne i}\partial_kw+\tfrac12\{v_l,F_{lk}\},\qquad \hat{\boldsymbol\Pi}=\sqrt{4\pi}\sum_\alpha\hat p_\alpha\mathbf f_\alpha.$$

The term $\hat\Pi_k$ is $i[H_{ph},\hat A_k]$, the time derivative of the field at a fixed point. The kinetic energies of the other electrons commute with $v_k$, since $\hat{\mathbf A}(\mathbf r)$ and $\hat{\mathbf A}(\mathbf r')$ commute. As $(\mathbf v\times\mathbf B)_k=v_l(\partial_kA_l-\partial_lA_k)$, the last term is $-\mathbf v\times\mathbf B$, the magnetic force on a charge $-1$.

To localize it, I form

$$\tfrac14\{\{v_l,F\},\delta\}=\tfrac14(v_lF\delta+Fv_l\delta+\delta v_lF+\delta Fv_l).$$

In the middle terms $Fv_l=v_lF-[v_l,F]$ and $v_lF=Fv_l+[v_l,F]$. The commutator $[v_l,F]$ is a function of position and commutes with $\delta$, so the two corrections cancel. What remains is $\frac12(v_lF\delta+\delta Fv_l)$, where $\delta$ fixes the argument of $F$ at $\mathbf r$. The result is $\frac12\{v_l,\delta\}F_{lk}(\mathbf r)$. Summing over electrons,

$$\partial_t\mathbf j=-\nabla\cdot T+n(\partial_t\mathbf a-\nabla v)+\langle\hat n\hat{\boldsymbol\Pi}\rangle-\langle\hat{\mathbf j}\times\hat{\mathbf B}^{tot}\rangle-\mathbf F_W, \qquad (4)$$

with $\mathbf F_W(\mathbf r)=\int n_2(\mathbf r,\mathbf r')\nabla w(\mathbf r-\mathbf r')\,d^3r'$ and $n_2$ the density of ordered electron pairs.

## Second half: the Kohn–Sham system and a solvable case

The results needed from the first half are these. The particle current is $\mathbf j=\mathbf j_p+\langle\hat n\hat{\mathbf A}\rangle+n\mathbf a$, with $\mathbf a$ the external vector potential and $\hat{\mathbf A}$ the quantized field of mean $\mathbf A$. The mean field obeys the Maxwell equation (2), with external charge current $\mathbf j_{ext}$ and mode projector $P$. For a fixed initial state and under the stated assumptions, $(\mathbf j,\mathbf A)$ determines $\mathbf a$ and $P\mathbf j_{ext}$. The local force balance is (4), with momentum flux $T$, interaction force $\mathbf F_W$ and field derivative $\hat{\boldsymbol\Pi}$, where $\langle\hat{\boldsymbol\Pi}\rangle=\partial_t\mathbf A$. The static potential is $v$ and the repulsion is $w$.

This part has derived the Maxwell equation for the mean field and the local force balance, and has shown that, for a fixed initial state and under the stated assumptions, $(\mathbf j,\mathbf A)$ determines $\mathbf a$ and $P\mathbf j_{ext}$. What remains is to construct a noninteracting system with the same current and to examine its exchange-correlation vector potential in a solvable case.
